# The relativistic Scott correction and its screening in neutral atoms, part 1

(Sections cited here and not found follow in the second part.)

## 1. The K shell

Hartree atomic units are used throughout, so the speed of light is $c = 1/\alpha$. The nucleus is a point charge $Z$ of infinite mass, $\gamma = Z\alpha < 1$, and energies are counted from the rest energy $c^2$.

Take two non-interacting electrons in the $1s$ orbital of $V = -Z/r$. Section 2 shows that the shift of an $s$ level at order $c^{-2}$ is

$$\delta E = -\frac{1}{4c^2}\int (E_0 - V)\,|\nabla\psi|^2\,d^3r ,$$

where $\psi$ and $E_0$ are the Schrödinger function and energy. For $\psi \propto e^{-Zr}$ the gradient obeys $|\nabla\psi|^2 = Z^2\psi^2$. With $E_0 = -Z^2/2$ and $\langle 1/r\rangle = Z$ the integral is $Z^2(-Z^2/2 + Z^2) = Z^4/2$, so $\delta E = -Z^4\alpha^2/8$ per electron and $-Z^4\alpha^2/4$ for the shell. The exact Dirac level, derived in section 4, is $c^2(\sqrt{1-\gamma^2}-1) = -Z^2/2 - Z^4\alpha^2/8 - \dots$, in agreement.

The shift is $Z^2\gamma^2$ times a pure number. Every higher shell gives another such number. The nonrelativistic shell energies are $2n^2\cdot(-Z^2/2n^2) = -Z^2$ for every $n$, and their sum diverges, but the relativistic shell shifts fall as $n^{-2}$ and their sum converges. The statement proved here is that the sum over all bound states, spin included, of the Dirac level minus the Schrödinger level is

$$Z^2 s(\gamma), \qquad s(\gamma) = S_0\gamma^2 + O(\gamma^4), \qquad S_0 = \zeta(3) - \frac{5\pi^2}{24} = -0.854111 .$$

In energy units the first term is $S_0 Z^4\alpha^2$ hartree, Schwinger's relativistic Scott correction. It is exact at order $\alpha^2$ for non-interacting electrons filling every bound state. For a neutral atom it is only the leading large-$Z$ coefficient, and sections 7 and 8 show that screening by the Thomas-Fermi model potential removes about half of it at $Z = 46$.

## 2. The Dirac equation to order $c^{-2}$

Write the four-spinor as a large part $\varphi$ and a small part $\chi$. With the rest energy removed the Dirac equation is

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\chi = (E - V)\varphi, \qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi = (2c^2 + E - V)\chi .$$

Solving the second for $\chi$ and inserting it in the first gives an exact equation for $\varphi$:

$$\left[\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,\frac{1}{1 + (E-V)/2c^2}\,\boldsymbol\sigma\cdot\mathbf p + V\right]\varphi = E\varphi .$$

Expand the fraction as $1 - (E-V)/2c^2$ and use $(\boldsymbol\sigma\cdot\mathbf p)^2 = p^2$. In the small term $E$ may be replaced by $E_0$, since the difference is itself of order $c^{-2}$. With $W = E_0 - V$ the equation is the Schrödinger problem plus the Hermitian perturbation $-(1/4c^2)\,\boldsymbol\sigma\cdot\mathbf p\,W\,\boldsymbol\sigma\cdot\mathbf p$, and first-order perturbation theory gives the shift as its expectation value in $\psi$. The normalization of $\varphi$ does not enter, because the equation is homogeneous in $\varphi$. The expansion of the fraction fails for $r \lesssim Z/c^2$. That region contributes about $c^{-2}\int_0^{Z/c^2}(Z/r)\,Z^5r^2\,dr \sim Z^2\gamma^6$ to the expectation value, which is beyond the order kept.

The identity $\sigma_i\sigma_j = \delta_{ij} + i\epsilon_{ijk}\sigma_k$ splits the operator:

$$\boldsymbol\sigma\cdot\mathbf p\,W\,\boldsymbol\sigma\cdot\mathbf p = \mathbf p\cdot W\mathbf p + i\boldsymbol\sigma\cdot(\mathbf p\times W\mathbf p).$$

In the second term $\mathbf p\times\mathbf p = 0$, so only the derivative of $W$ survives: $i\boldsymbol\sigma\cdot(-i\nabla W\times\mathbf p) = (W'/r)\,\boldsymbol\sigma\cdot\mathbf L = -(2V'/r)\,\mathbf L\cdot\mathbf S$ for a central potential. It vanishes on $s$ states, and $\langle\mathbf p\cdot W\mathbf p\rangle = \int W|\nabla\psi|^2$ is then the formula of section 1. In the first term compare

$$\mathbf p\cdot W\mathbf p = -W\nabla^2 - \nabla W\cdot\nabla, \qquad \tfrac12(p^2W + Wp^2) = -W\nabla^2 - \nabla W\cdot\nabla - \tfrac12(\nabla^2W).$$

Hence $\mathbf p\cdot W\mathbf p = \tfrac12(p^2W + Wp^2) - \tfrac12(\nabla^2V)$. The Schrödinger equation reads $p^2\psi = 2W\psi$, so $\langle\tfrac12(p^2W+Wp^2)\rangle = \langle p^2\psi|W\psi\rangle = 2\langle W^2\rangle = \tfrac12\|p^2\psi\|^2$. Multiplying all terms by $-1/4c^2$,

$$\delta E = -\frac{\langle W^2\rangle}{2c^2} + \frac{\langle\nabla^2V\rangle}{8c^2} + \left\langle\frac{V'}{2c^2r}\,\mathbf L\cdot\mathbf S\right\rangle .$$

These are the mass-velocity term, equal to $-\langle p^4\rangle/8c^2$, the Darwin term and the spin-orbit term. The perturbation commutes with $L^2$, $J^2$ and $J_z$, and each set $(l, j, m)$ occurs once in a shell of given $n$, so the degenerate shell needs no further diagonalization.

The symbol $\langle p^4\rangle$ means $\|p^2\psi\|^2$. Applying $\nabla^4$ pointwise to an $s$ function loses a delta-function term. For $1s$, $p^2\psi$ contains $2Z\psi/r$, a second $p^2$ produces $8\pi Z\psi(0)\delta(\mathbf r)$, and dropping that term lowers $\langle p^4\rangle$ by $8\pi Z\psi(0)^2 = 8Z^4$, from $5Z^4$ to the impossible value $-3Z^4$.

## 3. Hydrogenic averages and the fine-structure formula

Let $u = rR$ with $\int u^2dr = 1$. The radial equation is $u'' = 2(V_{\rm eff} - E)u$ with $V_{\rm eff} = -Z/r + l(l+1)/2r^2$, and $E = -Z^2/2n^2$ with $n = n_r + l + 1$. The radial eigenvalue problem has this solution for any real $l \ge 0$ at fixed integer $n_r$, since termination of the Laguerre series does not use that $l$ is an integer.

The Hellmann-Feynman theorem in $Z$ gives $-\langle 1/r\rangle = \partial E/\partial Z = -Z/n^2$. In $l$, at fixed $n_r$, it gives $(l+\tfrac12)\langle r^{-2}\rangle = \partial E/\partial l = Z^2/n^3$; the boundary term at the origin behaves as $r^{2l+1}$ and vanishes. So

$$\langle r^{-1}\rangle = \frac{Z}{n^2}, \qquad \langle r^{-2}\rangle = \frac{Z^2}{n^3(l+\frac12)} .$$

Multiply the radial equation by $2u'$, which gives $(u'^2)' = 2(V_{\rm eff}-E)(u^2)'$, and integrate from $0$ to $\infty$. The left side is $-u'(0)^2$. On the right integrate by parts; $V_{\rm eff}u^2$ vanishes at both ends because $u \sim r^{l+1}$. The result is

$$u'(0)^2 = 2\langle V_{\rm eff}'\rangle = 2Z\langle r^{-2}\rangle - 2l(l+1)\langle r^{-3}\rangle .$$

For $l = 0$ this gives $u'(0)^2 = 4Z^3/n^3$. For $l > 0$ the left side is zero and $\langle r^{-3}\rangle = Z^3/[n^3\,l(l+\tfrac12)(l+1)]$.

The mass-velocity term needs

$$\langle W^2\rangle = E^2 + 2EZ\langle r^{-1}\rangle + Z^2\langle r^{-2}\rangle = Z^4\left[\frac{1}{4n^4} - \frac{1}{n^4} + \frac{1}{n^3(l+\frac12)}\right],$$

so that, with the abbreviation $A_n = Z^4\alpha^2/2n^3$,

$$\delta_{\rm mv} = -A_n\left[\frac{1}{l+\frac12} - \frac{3}{4n}\right].$$

The Darwin term uses $\nabla^2V = 4\pi Z\delta(\mathbf r)$ and $|\psi(0)|^2 = u'(0)^2/4\pi$, so $\delta_{\rm D} = Zu'(0)^2/8c^2 = +A_n$ for $l = 0$ and zero otherwise. The spin-orbit term has $V'/r = Z/r^3$ and $\mathbf L\cdot\mathbf S = \tfrac12[j(j+1) - l(l+1) - \tfrac34]$, which is $l/2$ for $j = l+\tfrac12$ and $-(l+1)/2$ for $j = l-\tfrac12$. Thus $\delta_{\rm so} = A_n\langle\mathbf L\cdot\mathbf S\rangle/[l(l+\tfrac12)(l+1)]$.

Put $k = j+\tfrac12$ and collect the $l$-dependent part of the bracket in the three cases. For $j = l+\tfrac12$, $l>0$,

$$\frac{1}{l+\frac12} - \frac{1}{2(l+\frac12)(l+1)} = \frac{2l+1}{2(l+\frac12)(l+1)} = \frac{1}{l+1} = \frac1k .$$

For $j = l-\tfrac12$,

$$\frac{1}{l+\frac12} + \frac{1}{2l(l+\frac12)} = \frac{2l+1}{2l(l+\frac12)} = \frac1l = \frac1k .$$

For $l = 0$ the Darwin term turns $2$ into $2 - 1 = 1 = 1/k$. In every case

$$\delta_{nk} = -\frac{Z^4\alpha^2}{2n^3}\left[\frac1k - \frac{3}{4n}\right].$$

For $n = k = 1$ this is $-Z^4\alpha^2/8$, made of $-5/8$ from the mass-velocity term and $+1/2$ from the Darwin term.

## 4. The exact Dirac levels

The exact spectrum confirms $\delta_{nk}$, fixes the degeneracies and controls the higher orders. Let $\Omega_{\kappa m}$ be the spinor harmonic with $\kappa = -(l+1)$ for $j = l+\tfrac12$ and $\kappa = l$ for $j = l-\tfrac12$, so $|\kappa| = k$ and, from the values of $\mathbf L\cdot\mathbf S$ above, $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa = -(\kappa+1)\Omega_\kappa$. The operator $\sigma_r = \boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, reverses parity and squares to one, so it maps $\Omega_\kappa$ to $\Omega_{-\kappa}$ up to a phase, fixed by convention as $\sigma_r\Omega_\kappa = -\Omega_{-\kappa}$. From $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p = -i\partial_r + i\boldsymbol\sigma\cdot\mathbf L/r$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_\kappa = -i\sigma_r\left[\left(\frac Gr\right)' + \frac{(\kappa+1)G}{r^2}\right]\Omega_\kappa = \frac{i}{r}\left(G' + \frac{\kappa G}{r}\right)\Omega_{-\kappa}.$$

With $\varphi = G\Omega_\kappa/r$ and $\chi = iF\Omega_{-\kappa}/r$, and with $a = 2c + E/c$, $d = -E/c$, the two Dirac equations become

$$G' = -\frac{\kappa}{r}G + \left(a + \frac{\gamma}{r}\right)F, \qquad F' = \frac{\kappa}{r}F + \left(d - \frac{\gamma}{r}\right)G .$$

At large $r$, $G'' \approx ad\,G$, so set $\lambda = \sqrt{ad}$, $G = e^{-\lambda r}\sum_m g_mr^{m+\sigma}$ and $F = e^{-\lambda r}\sum_m f_mr^{m+\sigma}$. Equal powers of $r$ give

$$(m+\sigma+\kappa)g_m - \gamma f_m = \lambda g_{m-1} + af_{m-1}, \qquad \gamma g_m + (m+\sigma-\kappa)f_m = d\,g_{m-1} + \lambda f_{m-1}.$$

For $m = 0$ the right sides vanish, the determinant $\sigma^2 - \kappa^2 + \gamma^2$ must be zero, and the regular root is $\sigma = \sqrt{k^2-\gamma^2}$, with $f_0/g_0 = (\sigma+\kappa)/\gamma$. Let $D_m = \lambda g_m + af_m$. Because $ad = \lambda^2$, the second right side is $(d/\lambda)D_{m-1}$. For large $m$, $g_m \approx D_{m-1}/m$ and $f_m \approx (d/\lambda)D_{m-1}/m$, so $D_m \approx 2\lambda D_{m-1}/m$. This is the series of $e^{2\lambda r}$, and a bound state requires $D_{n'} = 0$ for some integer $n' \ge 0$, that is $f_{n'} = -(\lambda/a)g_{n'}$. The proportionality of the right sides also gives, for every $m$,

$$d\,[(m+\sigma+\kappa)g_m - \gamma f_m] = \lambda\,[\gamma g_m + (m+\sigma-\kappa)f_m].$$

At $m = n'$ this becomes $d(n'+\sigma+\kappa) + \gamma\lambda d/a = \gamma\lambda - d(n'+\sigma-\kappa)$. Collecting terms, $2d(n'+\sigma) = \gamma\lambda(a-d)/a$, and multiplying by $a/\lambda$ gives $2\lambda(n'+\sigma) = \gamma(a-d)$. With $\varepsilon = 1 + E/c^2$ one has $a = c(1+\varepsilon)$ and $d = c(1-\varepsilon)$, so $(n'+\sigma)\sqrt{1-\varepsilon^2} = \gamma\varepsilon$. Setting $n = n'+k$,

$$E_{nk} = c^2\left[\left(1 + \frac{\gamma^2}{\nu^2}\right)^{-1/2} - 1\right], \qquad \nu = n - k + \sqrt{k^2-\gamma^2}.$$

For $n' = 0$ the ratio $f_0/g_0$ must equal $-\lambda/a < 0$, while $(\sigma+\kappa)/\gamma$ is negative only for $\kappa<0$. So $k = n$ occurs with one sign of $\kappa$ and $k<n$ with both. For $n = k = 1$, $\nu^2 = 1-\gamma^2$ and $\varepsilon = \sqrt{1-\gamma^2}$, the level quoted in section 1.

To expand, use $c^2\gamma^2 = Z^2$, $\nu = n - \gamma^2/2k - \gamma^4/8k^3 - \dots$ and

$$\frac{E_{nk}}{Z^2} = -\frac{1}{2\nu^2} + \frac{3\gamma^2}{8\nu^4} - \frac{5\gamma^4}{16\nu^6} + \dots$$

With $\nu^{-2} = n^{-2} + \gamma^2/kn^3 + \gamma^4(1/4k^3n^3 + 3/4k^2n^4)$ and $\nu^{-4} = n^{-4} + 2\gamma^2/kn^5$,

$$\frac{E_{nk}}{Z^2} = -\frac{1}{2n^2} - \frac{\gamma^2}{2n^3}\left[\frac1k - \frac{3}{4n}\right] - \gamma^4\left[\frac{1}{8k^3n^3} + \frac{3}{8k^2n^4} - \frac{3}{4kn^5} + \frac{5}{16n^6}\right] - \dots$$

The $\gamma^2$ term is $\delta_{nk}$.

## 5. The sum over shells

Each $\kappa$ carries $2j+1 = 2k$ states, so the degeneracy is $g_k = 4k$ for $k<n$ and $g_n = 2n$. Then $\sum_kg_k = 2n(n-1) + 2n = 2n^2$, as it must be, and $\sum_kg_k/k = 4(n-1) + 2 = 4n-2$. The shift of a full shell is

$$\Delta_n = -\frac{Z^4\alpha^2}{2n^3}\left[4n - 2 - \frac{3}{4n}\,2n^2\right] = -\frac{Z^4\alpha^2}{2n^3}\left[\frac{5n}{2} - 2\right] = Z^4\alpha^2\left[\frac{1}{n^3} - \frac{5}{4n^2}\right].$$

Using $4k$ also for $k = n$ would give $2n(n+1)$ states instead of $2n^2$.

A second road shows where the two terms come from. Over a full subshell the spin-orbit term cancels, since $(2l+2)(l/2) - 2l(l+1)/2 = 0$. The mass-velocity term, weighted by $2(2l+1)$, has $\sum_l 2(2l+1)/(l+\tfrac12) = 4n$, so it gives $-A_n(4n - 3n/2) = -5Z^4\alpha^2/4n^2$. The Darwin term acts on two $s$ electrons and gives $2A_n = Z^4\alpha^2/n^3$. Summing over $n$ with $\zeta(2) = \pi^2/6$,

$$\sum_{n=1}^\infty\Delta_n = \left[\zeta(3) - \tfrac54\zeta(2)\right]Z^4\alpha^2 = \left[\zeta(3) - \frac{5\pi^2}{24}\right]Z^4\alpha^2 .$$

Numerically $1.202057 - 2.056168 = -0.854111$. The term $\zeta(3)$ is the Darwin energy and $-5\pi^2/24$ is the mass-velocity energy. A scalar-relativistic code that is correct at order $\alpha^2$ therefore reproduces $S_0$ without spin-orbit coupling. A model that only replaces $p^2/2$ by $\sqrt{c^4+c^2p^2} - c^2$ has no Darwin term, and its first-order coefficient is $-2.056168$.

The exact sum converges for every $\gamma<1$. The defect is $n - \nu = k - \sigma = \gamma^2/(k+\sigma) \le \gamma^2/k$, so for large $n$ the difference $\nu^{-2} - n^{-2}$ is bounded by a constant times $\gamma^2/kn^3$; weighted by $4k$ and summed over $n$ values of $k$ this is $O(n^{-2})$. The remainder $(1+y)^{-1/2} - 1 + y/2$ lies between $0$ and $3y^2/8$, and with $y = \gamma^2/\nu^2$ and $2n^2$ states it is again $O(n^{-2})$. At order $\gamma^4$ the first term of the bracket gives $\sum_k 4k/8k^3n^3 \le \zeta(2)/2n^3$, and the other three give $O(n^{-4}\ln n)$, so the $\gamma^4$ coefficient is finite and is concentrated in the inner shells more strongly than $S_0$. The explicit Dirac sums give $s/\gamma^2 = -0.854223$ at $\gamma = 0.02$ and $-0.854139$ at $\gamma = 0.01$. The departures from $S_0$ are $-0.000112$ and $-0.000028$, in the ratio $4$ that a $\gamma^2$ correction requires, and $(4\times(-0.854139) + 0.854223)/3 = -0.854111$.

The convergence in $n$ is slow. Put $M = N+\tfrac12$. Since $\int_{n-1/2}^{n+1/2}x^{-2}dx = 1/(n^2-\tfrac14) = n^{-2} + O(n^{-4})$, one has $\sum_{n>N}n^{-2} = 1/M + O(M^{-3})$, and likewise $\sum_{n>N}n^{-3} = 1/2M^2 + O(M^{-4})$. The partial sum over $N$ shells is therefore

$$\sum_{n\le N}\Delta_n = Z^4\alpha^2\left[S_0 + \frac{5}{4M} - \frac{1}{2M^2} + O(M^{-3})\right],$$

whose leading correction is $5/4N$. An atom fills $N \sim Z^{1/3}$ shells, so this tail sets the order, $Z^{-1/3}$, of the relative error made in applying $S_0$ to a neutral atom; the coefficient is found in section 7.

For non-interacting electrons filling every bound Coulomb state, the relativistic shift at order $\alpha^2$ has been shown to be $S_0Z^4\alpha^2$, with a leading correction $5/4N$ to the coefficient when only $N$ shells are filled. It remains to relate this result to Thomas-Fermi theory and to find how screening changes it in a neutral atom.

All numerical values are calculated from the stated model.
